\section*{Dielectric breakdown statistics with a gamma-distributed density of weak spots, part 1}

(Sections cited here and not found follow in the second part.)

\section{From weak spots to the failure law}

Q: I have failure times from many nominally equal pieces of an interlayer dielectric, all held at the same field and temperature. A weakest-link picture says that they should follow a Weibull law. My data bend away from it at long times. Which part of the picture would you give up?

A: Several things can bend such a plot. Differences in thickness, for example, change the local field even when the nominal field is the same. Here I explore one possibility: I keep the weakest link and give up the assumption that all devices have the same density of weak spots. To see what follows, we need the weakest-link argument in a form where that assumption is visible. I measure time in hours and write $\ln$ for the natural logarithm.

Let a weak spot be a chain of $n$ cells that crosses the dielectric. It conducts, and the device breaks down, when all $n$ cells have become defective. I assume that the cells fail independently, that different spots share no cells, and that under constant stress a cell is defective by time $t$ with probability
\begin{equation}
p(t)=\left(\frac{t}{\tau}\right)^{\alpha},\qquad 0\le t\le\tau,\quad \alpha>0 .
\label{cell}
\end{equation}
Since all $n$ cells must be defective, the probability that a given spot has broken is the product of $n$ equal factors,
\begin{equation}
q(t)=p(t)^n=\left(\frac{t}{\tau}\right)^{n\alpha}.
\label{spot}
\end{equation}

Q: The power law in \eqref{cell} is put in by hand.

A: It is. The model doesn't derive the wear-out of a cell from chemistry or transport. It shows how a power law for the cell becomes a power law for the spot, with the exponent multiplied by $n$. The restriction $t\le\tau$ is also part of the model, because a probability can't exceed one.

Q: How many spots does a device have?

A: A random number $K$. If spots are scattered independently and with uniform density over the device, $K$ is a Poisson variable. I write its mean as $\mu=\Lambda N$. Here $N$ is the mean number of spots per device over the whole population, and $\Lambda$ is the relative spot density of the device in question. I call $\Lambda$ the intensity. It is taken as constant within one device, and for the moment it is a known number.

Q: You need the number of broken spots, not the number of spots. Why should that be Poisson as well?

A: Let $J$ be the number broken by time $t$. This count pretends that the test continues undisturbed after the first breakdown. To find $j$ broken spots there must be $k\ge j$ spots in all, of which $j$ have broken and $k-j$ have not:
\begin{align}
P(J=j\,|\,\Lambda)
&=\sum_{k=j}^{\infty}e^{-\mu}\frac{\mu^k}{k!}\,
\frac{k!}{j!\,(k-j)!}\,q^j(1-q)^{k-j}\nonumber\\
&=e^{-\mu}\frac{(\mu q)^j}{j!}\sum_{l=0}^{\infty}
\frac{[\mu(1-q)]^l}{l!}\nonumber\\
&=e^{-\mu}\frac{(\mu q)^j}{j!}\,e^{\mu(1-q)}
=e^{-\mu q}\frac{(\mu q)^j}{j!}.
\label{thin}
\end{align}
In the second line $k!$ has cancelled, $l=k-j$, and $\mu^k=\mu^j\mu^l$. The third line sums the exponential series. So $J$ is Poisson with mean $\mu q$, and no approximation of small $q$ was needed.

Now insert $\mu=\Lambda N$ and \eqref{spot}. With
\begin{equation}
\beta=n\alpha,\qquad \eta=\tau N^{-1/\beta},\qquad
m(t)=\left(\frac{t}{\eta}\right)^{\beta},
\label{scales}
\end{equation}
we have $\eta^{-\beta}=N\tau^{-\beta}$, and therefore
\begin{equation}
\mu q=\Lambda N\left(\frac{t}{\tau}\right)^{\beta}=\Lambda\, m(t).
\end{equation}
The device survives if no spot has broken. Setting $j=0$ in \eqref{thin} gives
\begin{equation}
S(t\,|\,\Lambda)=e^{-\Lambda m(t)} .
\label{cond}
\end{equation}
If all devices had $\Lambda=1$, the failed fraction would be $1-e^{-m}$, which is the Weibull law with slope $\beta$ and time scale $\eta$.

Q: What happens at $t=\tau$?

A: There $m=N$, all cells are defective, and $m$ stops growing. A device can then survive only if it has no spot at all. Everything below that refers to later times describes the law with $m=(t/\eta)^\beta$ continued beyond $\tau$, not the cell model itself.

Let me fix round parameters for an example, with no particular material in mind: $n=4$, $\alpha=0.75$, $N=50$ and $\eta=1000$ h. Then $\beta=4\times0.75=3$ and $\tau=1000\times50^{1/3}=3684$ h.

Q: Now let the intensity vary. What distribution do you give it, and on what grounds?

A: I take a gamma distribution. This is an assumption; Poisson statistics doesn't imply it. It is a reasonable trial choice because $\Lambda$ must be positive, because one parameter sets the width, and because the average can be done in closed form. The density is
\begin{equation}
g(\Lambda)=\frac{a^a}{\Gamma(a)}\,\Lambda^{a-1}e^{-a\Lambda},
\qquad \Lambda>0,\quad a>0 .
\label{gamma}
\end{equation}

Q: Why does $a$ appear both in the power and in the exponential?

A: To make the mean equal to one, which is what ``relative'' intensity requires. The integral we need, here and later, follows from the substitution $u=b\Lambda$:
\begin{equation}
\int_0^\infty\Lambda^{s-1}e^{-b\Lambda}\,d\Lambda
=b^{-s}\int_0^\infty u^{s-1}e^{-u}\,du
=\frac{\Gamma(s)}{b^s},\qquad s,b>0 .
\label{int}
\end{equation}
With $b=a$, the choice $s=a$ confirms the normalization. The choices $s=a+1$ and $s=a+2$ give
\begin{align}
\langle\Lambda\rangle&=\frac{a^a}{\Gamma(a)}\frac{\Gamma(a+1)}{a^{a+1}}
=\frac{a}{a}=1,\\
\langle\Lambda^2\rangle&=\frac{a^a}{\Gamma(a)}\frac{\Gamma(a+2)}{a^{a+2}}
=\frac{(a+1)a}{a^2}=1+\frac1a ,
\end{align}
where $\Gamma(a+1)=a\Gamma(a)$ was used. The variance is $\langle\Lambda^2\rangle-1=1/a$. A small $a$ means strong variation between devices, and a large $a$ means nearly equal devices.

Q: Then average the survival probability.

A: A device drawn at random survives with probability
\begin{align}
S(t)&=\int_0^\infty g(\Lambda)\,e^{-\Lambda m}\,d\Lambda
=\frac{a^a}{\Gamma(a)}\int_0^\infty\Lambda^{a-1}e^{-(a+m)\Lambda}\,d\Lambda
\nonumber\\
&=\frac{a^a}{\Gamma(a)}\,\frac{\Gamma(a)}{(a+m)^a}
=\left(1+\frac{m}{a}\right)^{-a},
\label{S}
\end{align}
by \eqref{int} with $s=a$ and $b=a+m$. The failed fraction is
\begin{equation}
F(t)=1-\left[1+\frac1a\left(\frac{t}{\eta}\right)^{\beta}\right]^{-a}.
\label{F}
\end{equation}

Q: That is neat algebra. Does a population built from cells really behave this way?

A: It was tested by a simulation that doesn't use \eqref{S}. Each of 40000 devices received an intensity, a number of spots, and a failure time for every single cell; its life is that of its weakest spot. For $a=2$ the surviving fractions at $m=0.5$, $1$ and $2$ were $0.6391$, $0.4416$ and $0.2480$. Formula \eqref{S} gives $0.6400$, $0.4444$ and $0.2500$. The standard error at $m=2$ is $\sqrt{0.25\times0.75/40000}\approx0.002$, so the last difference is about one standard error.

Q: Does the variation in intensity show up anywhere besides the survival curve?

A: Yes, if broken spots can be counted. At fixed $\Lambda$ the count has mean $\Lambda m$ and, being Poisson, variance $\Lambda m$. Hence $\langle J^2|\Lambda\rangle=\Lambda m+\Lambda^2m^2$. Averaging over $\Lambda$ gives
\begin{align}
\langle J\rangle&=m,\\
\langle J^2\rangle-\langle J\rangle^2
&=m+m^2\left(1+\frac1a\right)-m^2=m+\frac{m^2}{a},
\end{align}
so that
\begin{equation}
\frac{\text{variance of }J}{\text{mean of }J}=1+\frac{m}{a}.
\label{disp}
\end{equation}
A Poisson count would give one. At $m=a=2$ the formula gives $2$, and the simulation gave $1.999$. The counts are thus Poisson within a group of devices of equal intensity, but not over the population.

Q: In a Weibull law, $\eta$ is the time at which 63.2\% have failed. Is that still so?

A: No. At $t=\eta$ we have $m=1$ and $F=1-(1+1/a)^{-a}$. For $a=2$ this is $1-1/1.5^2=0.556$. The parameter $\eta$ keeps its meaning as the time at which a device has one broken spot on average.

Q: You claim to recover Weibull behaviour as $a\to\infty$. In what sense?

A: First at fixed $t$, hence at fixed $m$. For $x\ge0$ we have $1-x\le1/(1+x)\le1$, since $(1-x)(1+x)=1-x^2\le1$. Integrating from $0$ to $x$ gives
\begin{equation}
x-\frac{x^2}{2}\le\ln(1+x)\le x .
\label{logb}
\end{equation}
Put $x=m/a$ and multiply by $-a$, which reverses the inequalities. The middle term becomes $\ln S$, and exponentiation yields
\begin{equation}
e^{-m}\le S\le e^{-m}\,e^{m^2/(2a)} .
\label{sandwich}
\end{equation}
As $a\to\infty$ the right-hand side tends to $e^{-m}$, so $F\to1-e^{-m}$. The left inequality says something more: at equal $\eta$ and $\beta$, variation in intensity never lowers the survival probability.

Q: The upper bound explodes for large $m$. Perhaps the two curves stay far apart somewhere in the tail.

A: Their difference $D(m)=S-e^{-m}$ is small everywhere when $a$ is large. It vanishes at $m=0$ and for $m\to\infty$, and it is positive between, so its maximum lies where $dD/dm=0$. From \eqref{S}, $dS/dm=-(1+m/a)^{-a-1}=-S/(1+m/a)$. The condition is therefore
\begin{equation}
\frac{S}{1+m/a}=e^{-m}
\quad\Longrightarrow\quad S=e^{-m}\left(1+\frac ma\right).
\label{stat}
\end{equation}
At the maximum, then,
\begin{equation}
D_{\max}=\frac{m\,e^{-m}}{a}\le\frac{1}{e\,a},
\label{gap}
\end{equation}
because $me^{-m}$ is nowhere larger than its value $1/e$ at $m=1$. The bound doesn't depend on time, so the convergence of $F$ is uniform.

Q: Where is the maximum?

A: The logarithm of \eqref{stat} reads $-a\ln(1+m/a)=-m+\ln(1+m/a)$, or
\begin{equation}
f(m)\equiv(a+1)\ln\left(1+\frac ma\right)-m=0 .
\end{equation}
The function $f$ is concave, starts from zero with slope $(a+1)/a-1=1/a>0$, and finally becomes negative. It has one positive root. For fixed $m$ and large $a$,
\begin{equation}
a f(m)=a\left[(a+1)\left(\frac ma-\frac{m^2}{2a^2}+\dots\right)-m\right]
\to m-\frac{m^2}{2},
\end{equation}
which is positive below $m=2$ and negative above it. The root must therefore approach $2$, and \eqref{gap} gives $aD_{\max}\to2e^{-2}=0.2707$. Numerically, $aD_{\max}$ is $0.2322$ for $a=2$, $0.2619$ for $a=10$ and $0.2706$ for $a=1000$.

Q: So for large $a$ I may use the Weibull law at all times?

A: For the failed fraction, with an error of about $0.27/a$ at most. For the few survivors at very long times, no. At any finite $a$, once $m\gg a$ and $m\gg a^2$,
\begin{equation}
S\simeq\left(\frac ma\right)^{-a}=a^a\left(\frac t\eta\right)^{-a\beta},
\label{tail}
\end{equation}
a power of time, whereas $e^{-m}$ falls much faster. The ratio $S/e^{-m}$ then grows without limit. By \eqref{sandwich} the ratio is close to one when $m^2\ll2a$.

\section{Consequences for lifetime data}

Q: Before we turn to data, list what you are carrying over.

A: A device has relative spot density $\Lambda$, constant within the device and gamma-distributed between devices with mean $1$ and variance $1/a$. With $m=(t/\eta)^\beta$, its number of broken spots is Poisson with mean $\Lambda m$. It survives with probability $e^{-\Lambda m}$, and the population survives with $S=(1+m/a)^{-a}=1-F$. For $a\to\infty$ this becomes the Weibull survival $e^{-m}$. A spot consists of $n$ cells with defect probability $(t/\tau)^\alpha$, so $\beta=n\alpha$, and there are $N$ spots per device on average. The power law ends at $\tau$, where $m=N$. The gamma density $g(\Lambda)$ is proportional to $\Lambda^{a-1}e^{-a\Lambda}$ with prefactor $a^a/\Gamma(a)$, and $\int_0^\infty\Lambda^{s-1}e^{-b\Lambda}d\Lambda=\Gamma(s)/b^s$. The example has $a=2$, $\beta=3$, $n=4$, $N=50$, $\eta=1000$ h and $\tau=3684$ h.

Q: Then show me the bend. I plot $W=\ln(-\ln S)$ against $\ln t$.

A: For a Weibull law $-\ln S=m$, so $W=\beta\ln(t/\eta)$ is a straight line. Here let $x=m/a$. Then $-\ln S=a\ln(1+x)$, and since $x$ is proportional to $t^\beta$, $dx/d\ln t=\beta x$. The chain rule gives the local slope
\begin{equation}
\frac{dW}{d\ln t}
=\frac{1}{a\ln(1+x)}\;\frac{a}{1+x}\;\beta x
=\frac{\beta x}{(1+x)\ln(1+x)} .
\label{slope}
\end{equation}
For small $x$ the denominator is $(1+x)(x-x^2/2+\dots)=x+x^2/2+\dots$, and the slope is $\beta(1-x/2+\dots)$. Early failures thus show the slope $\beta$ of a single device. For large $x$ the slope tends to zero as $\beta/\ln x$.

Q: Does it fall all the way, or could it wiggle?

A: It falls all the way. The derivative of the logarithm of \eqref{slope} with respect to $x$ is
\begin{equation}
\frac1x-\frac1{1+x}-\frac{1}{(1+x)\ln(1+x)}
=\frac{1}{1+x}\left[\frac1x-\frac1{\ln(1+x)}\right]<0,
\end{equation}
where $1/x-1/(1+x)=1/[x(1+x)]$ was used, and the sign follows from $\ln(1+x)<x$. The plot is concave. In the example the slope is $2.93$ at $m=0.1$, $2.47$ at $m=1$ and $1.40$ at $m=10$.

Gamma-distributed spot density turns the Weibull law into $S=(1+m/a)^{-a}$, whose Weibull plot is concave, with a slope that falls from $\beta$ towards zero. It remains to see what this means for the failure rate, quantiles, mean life, extrapolation and area scaling, and whether lifetimes alone can show which property of the dielectric varies.
